# From Ohmic Plateau to E^(3/2) Growth in Graphene's Ballistic Current: a program that tests the result

```python
"""
Ballistic current of undoped graphene after a sudden constant field E.
Result under test: j = e^2 E/(pi^2 hbar) * J(T), T = t/tau,
tau = sqrt(hbar/(v e E)), with J -> pi^2/4 for T << 1 (linear response)
and J growing as 2 T for T >> 1 (Landau-Zener pairs, j ~ E^(3/2) t).
Units of the Dirac part: time tau, momentum p0 = sqrt(hbar e E/v).
P = px + T: kinetic momentum along the force; py: transverse momentum;
n: occupation of the upper band.
J = carrier part (2 n cos phi) + polarization part (2 energy dn/dT).
All Hamiltonians have the form [[0, g], [conj(g), 0]].
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erf, erfc


def propagate(coupling, par, perp, force, substeps):
    """Propagators from par[0] to every par[i], fourth-order Magnus.

    U = [[a, -conj(b)], [b, conj(a)]] for each transverse momentum.
    """
    dk = par[1] - par[0]
    dt = dk / force / substeps
    offset = np.sqrt(3) / 6 * dt * force
    a = np.empty((len(par), len(perp)), complex)
    b = np.empty_like(a)
    ca = np.ones(len(perp), complex)
    cb = np.zeros(len(perp), complex)
    a[0], b[0] = ca, cb
    for i in range(len(par) - 1):
        for s in range(substeps):
            mid = par[i] + (s + 0.5) * dk / substeps
            g1 = coupling(mid - offset, perp)
            g2 = coupling(mid + offset, perp)
            g = 0.5 * (g1 + g2)
            hz = np.sqrt(3) / 6 * dt * (g2 * g1.conj()).imag
            energy = np.sqrt(abs(g)**2 + hz**2)
            sine = np.sin(energy * dt) / energy
            u11 = np.cos(energy * dt) - 1j * sine * hz
            u21 = -1j * sine * g.conj()
            ca, cb = (u11 * ca - u21.conj() * cb,
                      u21 * ca + u11.conj() * cb)
        a[i + 1], b[i + 1] = ca, cb
    return a, b


def final_states(table, coupling, par, perp, first, last, shift):
    """Start in the lower band at par[first:last], move by shift points."""
    a, b = table
    cols = len(perp)
    g = coupling(par[first:last, None], perp[None, :])
    lower = -g.conj() / abs(g)
    a1, b1 = a[first:last, :cols], b[first:last, :cols]
    c1 = (a1.conj() + b1.conj() * lower) / np.sqrt(2)
    c2 = (-b1 + a1 * lower) / np.sqrt(2)
    a2 = a[first + shift:last + shift, :cols]
    b2 = b[first + shift:last + shift, :cols]
    return a2 * c1 - b2.conj() * c2, b2 * c1 + a2.conj() * c2


def upper_occupation(up, down, g):
    return abs(up + g / abs(g) * down)**2 / 2


def dirac(p_par, p_perp):
    return p_par - 1j * p_perp


# ---------- Dirac cone: one table serves all starting momenta and times
h = 0.05
half_range = 50.0
par = -half_range + h * (np.arange(int(round(2 * half_range / h))) + 0.5)
perp = h * (np.arange(1000) + 0.5)
table = propagate(dirac, par, perp, 1.0, 4)


def mode_integral(T):
    """Total current, carrier current and pair number, resolved in |py|."""
    shift = int(round(T / h))
    width = max(2.6, 2.6 / T)
    radius = T / 2 + 2.5 * width
    extent = radius + 2.2 * width
    first = np.searchsorted(par, -T / 2 - extent)
    last = np.searchsorted(par, -T / 2 + extent)
    assert last + shift <= len(par)
    py = perp[perp < extent]
    up, down = final_states(table, dirac, par, py, first, last, shift)
    P = par[first + shift:last + shift, None]
    cosine = P / np.hypot(P, py)
    n = upper_occupation(up, down, dirac(P, py))
    total = 2 * (up.conj() * down).real + cosine
    centre = par[first:last, None] + T / 2
    window = 0.5 * erfc((np.hypot(centre, py) - radius) / width)
    weight = 2 * h * h * window        # factor 2: both signs of py
    return (py, (weight * total).sum(0),
            (weight * 2 * n * cosine).sum(0), (weight * n).sum(0))


# ---------- test: one mode by a direct ODE solution, and the exact split
i0 = np.searchsorted(par, -1.5)
j0 = 8
px0, py0, T0, delta = par[i0], perp[j0], 3.0, 1e-3


def schroedinger(t, psi):
    g = dirac(px0 + t, py0)
    return [-1j * g * psi[1], -1j * np.conj(g) * psi[0]]


g0 = dirac(px0, py0)
start = np.array([1, -np.conj(g0) / abs(g0)], complex) / np.sqrt(2)
times = np.array([T0 - delta, T0, T0 + delta])
sol = solve_ivp(schroedinger, (0, T0 + delta), start, method="DOP853",
                t_eval=times, rtol=1e-11, atol=1e-12)
n_ode = upper_occupation(sol.y[0], sol.y[1], dirac(px0 + times, py0))
sx_ode = 2 * (np.conj(sol.y[0, 1]) * sol.y[1, 1]).real
energy0 = np.hypot(px0 + T0, py0)
cos0 = (px0 + T0) / energy0
rate0 = (n_ode[2] - n_ode[0]) / (2 * delta)
split0 = 2 * n_ode[1] * cos0 + 2 * energy0 * rate0
assert abs(sx_ode + cos0 - split0) < 1e-4
up, down = final_states(table, dirac, par, perp[:j0 + 1], i0, i0 + 1,
                        int(round(T0 / h)))
sx_table = 2 * (np.conj(up[0, j0]) * down[0, j0]).real
assert abs(sx_table - sx_ode) < 1e-4

# ---------- test: first-order current of a mode of large momentum
i1 = np.searchsorted(par, 20.0)
j1 = np.searchsorted(perp, 20.0)
T1 = 0.25
up, down = final_states(table, dirac, par, perp[:j1 + 1], i1, i1 + 1,
                        int(round(T1 / h)))
P1 = par[i1] + T1
exact1 = (2 * (np.conj(up[0, j1]) * down[0, j1]).real
          + P1 / np.hypot(P1, perp[j1]))
p1 = np.hypot(par[i1], perp[j1])
amplitude1 = (perp[j1] / p1)**2 / (2 * p1**2)
first_order1 = amplitude1 * np.sin(2 * p1 * T1)
# neglected terms are of relative order T/p and T^2
assert abs(exact1 - first_order1) < 0.1 * amplitude1

# ---------- test: Landau-Zener occupation after a full crossing
i2 = np.searchsorted(par, -20.0)
shift2 = int(round(40 / h))
py_lz = perp[perp < 1.5]
up, down = final_states(table, dirac, par, py_lz, i2, i2 + 1, shift2)
n_lz = upper_occupation(up[0], down[0], dirac(par[i2 + shift2], py_lz))
lz_error = np.max(abs(n_lz - np.exp(-np.pi * py_lz**2)))
assert lz_error < 1e-3

# ---------- mode integration over the whole cone
T_list = [0.25, 0.5, 1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 12.0]
data = {T: mode_integral(T) for T in T_list}
J = {T: data[T][1].sum() for T in T_list}
carrier = {T: data[T][2].sum() for T in T_list}
polar = {T: J[T] - carrier[T] for T in T_list}
pairs = {T: data[T][3].sum() for T in T_list}

plateau = np.pi**2 / 4
assert abs(J[0.25] / plateau - 1) < 0.02
assert polar[0.25] > 0.9 * J[0.25]
slope = (J[12.0] - J[6.0]) / 6
pair_slope = (pairs[12.0] - pairs[6.0]) / 6
assert abs(slope - 2) < 0.04
assert abs(pair_slope - 1) < 0.02
assert polar[12.0] < 0.15 * J[12.0]
assert abs(polar[12.0] - polar[6.0]) < 0.2
exponent = 1 + 0.5 * np.log(J[12.0] / J[6.0]) / np.log(2)
assert abs(exponent - 1.5) < 0.08


def band_slope(low, high):
    """Late growth rate of J from modes with low < |py| < high."""
    value = []
    for T in (6.0, 12.0):
        py, total = data[T][0], data[T][1]
        value.append(total[(py > low) & (py < high)].sum())
    return (value[1] - value[0]) / 6


bands = [(0.0, 0.5), (0.5, 1.0), (1.0, 100.0)]
band_rows = []
for low, high in bands:
    found = band_slope(low, high)
    law = 2 * (erf(np.sqrt(np.pi) * high) - erf(np.sqrt(np.pi) * low))
    assert abs(found - law) < 0.05
    band_rows.append((low, high, found, law))

# ---------- time at which the carrier part overtakes the polarization
scan = np.round(np.arange(0.5, 3.01, 0.1), 10)
excess = []
for T in scan:
    _, total, carried, _ = mode_integral(T)
    excess.append(2 * carried.sum() - total.sum())
excess = np.array(excess)
assert excess[0] < 0 < excess[-1]
k = int(np.argmax(excess > 0))
T_equal = scan[k - 1] - excess[k - 1] * (scan[k] - scan[k - 1]) / (
    excess[k] - excess[k - 1])
assert 0.5 < T_equal < 2.5
T_asymptotes = plateau / 2
del table

# ---------- full honeycomb band, no subtraction of a filled band
# hopping = bond length = hbar = 1, force along a bond, v = 3/2


def honeycomb(kx, ky):
    return (np.exp(1j * kx)
            + 2 * np.exp(-0.5j * kx) * np.cos(np.sqrt(3) * ky / 2))


def honeycomb_slope(kx, ky):
    return 1j * (np.exp(1j * kx)
                 - np.exp(-0.5j * kx) * np.cos(np.sqrt(3) * ky / 2))


n_par, n_perp = 1150, 1000
dk = 4 * np.pi / 3 / n_par
dky = 2 * np.pi / np.sqrt(3) / n_perp
ky = dky * (np.arange(n_perp) + 0.5)
lattice_rows = []
for points in (10, 16):                # grid points per unit p0
    force = 1.5 * (points * dk)**2
    kx = dk * (np.arange(n_par + 5 * points + 1) + 0.5)
    lattice = propagate(honeycomb, kx, ky, force, 8)
    for T in (3.0, 5.0):
        shift = int(round(T * points))
        up, down = final_states(lattice, honeycomb, kx, ky, 0, n_par,
                                shift)
        slope_k = honeycomb_slope(kx[shift:shift + n_par, None], ky)
        velocity = 2 * (up.conj() * slope_k * down).real
        J_lattice = velocity.sum() * dk * dky / (2 * force)
        # band curvature and ringing at the band energy remain
        assert abs(J_lattice / J[T] - 1) < 0.05
        lattice_rows.append((force, T, J_lattice, J[T]))
    del lattice

# ---------- worked example
v = 1.0e6
E = 1.0e5
e, hbar = const.e, const.hbar
tau = np.sqrt(hbar / (v * e * E))
k0 = np.sqrt(e * E / (hbar * v))
unit = e**2 * E / (np.pi**2 * hbar)

print(f"velocity v = {v:.1e} m/s")
print(f"field E = {E:.1e} V/m")
print(f"tau = {tau*1e15:.2f} fs")
print(f"p0/hbar = {k0*1e-9:.5f} 1/nm")
print(f"current unit e^2 E/(pi^2 hbar) = {unit:.4f} A/m")
print(f"e^2/(4 hbar) = {e**2/(4*hbar)*1e6:.3f} microsiemens")
print(f"plateau current e^2 E/(4 hbar) = {e**2*E/(4*hbar):.4f} A/m")
print(f"plateau value pi^2/4 = {plateau:.4f}")
print("T, t (fs), J total, J polarization, J carriers, j (A/m):")
for T in T_list:
    print(f"{T:5.2f} {T*tau*1e15:8.1f} {J[T]:8.4f} {polar[T]:8.4f}"
          f" {carrier[T]:8.4f} {unit*J[T]:8.3f}")
print(f"asymptotes meet at T = {T_asymptotes:.4f},"
      f" t = {T_asymptotes*tau*1e15:.1f} fs")
print(f"carrier = polarization at T = {T_equal:.3f},"
      f" t = {T_equal*tau*1e15:.1f} fs")
print(f"slope dJ/dT between T = 6 and 12: {slope:.4f} (law: 2)")
print(f"pair-number slope, same interval: {pair_slope:.4f} (law: 1)")
print(f"offset J - 2T at T = 12: {J[12.0]-24:.4f}")
print(f"field exponent at fixed t, T = 6 to 12: {exponent:.4f}")
print(f"pure law 2T at T = 12: j = {unit*24:.3f} A/m")
print("growth by band of |py|/p0: low, high, slope, Landau-Zener:")
for low, high, found, law in band_rows:
    print(f"{low:5.1f} {high:6.1f} {found:8.4f} {law:8.4f}")
print(f"largest Landau-Zener deviation, |py| < 1.5 p0: {lz_error:.1e}")
print(f"one mode: px = {px0:.3f}, py = {py0:.3f} (p0), T = {T0:.1f}")
print(f"  occupation n = {n_ode[1]:.5f}")
print(f"  current <sigma_x> + cos phi = {sx_ode+cos0:.5f}")
print(f"  carrier part = {2*n_ode[1]*cos0:.5f},"
      f" polarization part = {2*energy0*rate0:.5f}")
print("honeycomb: force (hopping/bond length), T, J lattice, J Dirac:")
for force, T, J_lattice, J_dirac in lattice_rows:
    print(f"{force:9.6f} {T:4.1f} {J_lattice:8.4f} {J_dirac:8.4f}")
print("PASS")
```

Output:

```
velocity v = 1.0e+06 m/s
field E = 1.0e+05 V/m
tau = 81.13 fs
p0/hbar = 0.01233 1/nm
current unit e^2 E/(pi^2 hbar) = 2.4663 A/m
e^2/(4 hbar) = 60.853 microsiemens
plateau current e^2 E/(4 hbar) = 6.0853 A/m
plateau value pi^2/4 = 2.4674
T, t (fs), J total, J polarization, J carriers, j (A/m):
 0.25     20.3   2.4672   2.3387   0.1285    6.085
 0.50     40.6   2.4761   1.9892   0.4870    6.107
 1.00     81.1   2.6154   1.0191   1.5964    6.450
 2.00    162.3   4.2410   0.5208   3.7202   10.460
 3.00    243.4   6.3552   0.6396   5.7156   15.674
 4.00    324.5   8.3510   0.6386   7.7123   20.596
 5.00    405.7  10.3519   0.6404   9.7115   25.531
 6.00    486.8  12.3498   0.6395  11.7103   30.458
 8.00    649.0  16.3486   0.6405  15.7081   40.321
12.00    973.6  24.3455   0.6403  23.7052   60.043
asymptotes meet at T = 1.2337, t = 100.1 fs
carrier = polarization at T = 0.866, t = 70.3 fs
slope dJ/dT between T = 6 and 12: 1.9993 (law: 2)
pair-number slope, same interval: 1.0001 (law: 1)
offset J - 2T at T = 12: 0.3455
field exponent at fixed t, T = 6 to 12: 1.4896
pure law 2T at T = 12: j = 59.191 A/m
growth by band of |py|/p0: low, high, slope, Landau-Zener:
  0.0    0.5   1.5797   1.5798
  0.5    1.0   0.3945   0.3958
  1.0  100.0   0.0250   0.0244
largest Landau-Zener deviation, |py| < 1.5 p0: 1.7e-05
one mode: px = -1.475, py = 0.425 (p0), T = 3.0
  occupation n = 0.58141
  current <sigma_x> + cos phi = 0.86116
  carrier part = 1.12014, polarization part = -0.25898
honeycomb: force (hopping/bond length), T, J lattice, J Dirac:
 0.001990  3.0   6.3564   6.3552
 0.001990  5.0  10.3448  10.3519
 0.005095  3.0   6.3378   6.3552
 0.005095  5.0  10.2948  10.3519
PASS
```
